Equal Three-Sigma Edge Roughness Does Not Mean Equal Transistor Variability

Take a transistor whose gate is divided, across the width of the channel, into four sections of equal width. In each section the gate length is off its nominal value by +a or −a, with equal chance. In process A the four sections of a transistor share one sign. In process B each section draws its own.

A microscope that collects gate lengths from many places finds the same thing in both processes: half the readings are +a, half are −a, and the rms deviation is a. The average gate length of a transistor behaves differently. In process A it is off by +a or −a, so its rms deviation is a. In process B it is the mean of four independent deviations, with variance

4a²/4² = a²/4

and rms deviation a/2. The local roughness is equal, but the spread between transistors differs by a factor of two.

Real edges have no sections, but they have a correlation length, the distance over which an edge keeps its deviation. Up to a numerical factor, it plays the part of the section width.

**The belief and its appeal**

The belief is this: if two resist processes print gate edges with the same three-sigma roughness, transistors made with them vary equally. It has good grounds. Three-sigma is measured in nanometres, as gate length is, and a transistor responds to gate length. For one fixed shape and length of correlation, halving sigma does halve the threshold spread, to first order. And one device quantity, the mean leakage, does not depend on the correlation length at all in the simplest model, as shown below. The error lies in carrying this over to the spread between devices when the correlation length changes.

**What three-sigma fixes**

Let y run along the gate line, which is the width direction of the transistor. The left and right edges deviate from their straight nominal positions by x_L(y) and x_R(y). I take both as stationary Gaussian processes with zero mean, rms sigma and autocorrelation

ρ(t) = exp(−|t|/ξ),

where t is a separation along the line and ξ the correlation length. The correlation between the two edges is cρ(t), with c = 0 unless stated. Sigma means the value for a very long line, free of measurement noise.

The local gate length is L₀ + δ(y), with δ = x_R − x_L. Its covariance contains two edge terms and two cross terms:

⟨δ(y)δ(y+t)⟩ = σ²ρ + σ²ρ − 2cσ²ρ = σ_L² ρ(t), σ_L² = 2σ²(1 − c).

At t = 0 this is σ_L², with no ξ in it. Equal sigma and equal c therefore give equal local variance of gate length.

**What the transistor averages**

The mean deviation over a transistor of width W is

δ̄ = (1/W) ∫₀ᵂ δ(y) dy.

Its variance is a double integral of the covariance over y and y′. The integrand depends on t = |y − y′| alone. For a given t, the smaller coordinate can lie anywhere in a range W − t, and either coordinate may be the smaller, which gives a factor 2:

Var(δ̄) = σ_L² (2/W²) ∫₀ᵂ (W − t) ρ(t) dt.

Put t = Wv and u = W/ξ. Then Var(δ̄) = σ_L² g(u), with

g(u) = 2 ∫₀¹ (1 − v) e^(−uv) dv.

The two pieces are

∫₀¹ e^(−uv) dv = (1 − e^(−u))/u,

∫₀¹ v e^(−uv) dv = (1 − e^(−u))/u² − e^(−u)/u.

In their difference the terms in e^(−u)/u cancel, which leaves 1/u − (1 − e^(−u))/u². Hence

g(u) = 2(u − 1 + e^(−u))/u².

For any correlation shape that falls with distance, write ρ(t) = f(|t|/ξ), where f falls as its argument grows. Then e^(−uv) is replaced by f(Wv/ξ). At fixed v and W this grows with ξ, so g grows too. At equal sigma, equal c and equal shape, the process with the longer correlation length has the larger spread of mean gate length.

**Narrow and wide transistors**

For W ≪ ξ, insert e^(−u) = 1 − u + u²/2 − u³/6 + … :

g ≈ 1 − u/3.

The deviation hardly changes within the device, and the full local variance appears between devices. If this holds for both processes, equal three-sigma does give nearly equal variability. That is the regime in which the belief is sound.

For W ≫ ξ, drop e^(−u):

g ≈ (2/u)(1 − 1/u), so Var(δ̄) ≈ 2σ_L² ξ/W at leading order.

The spread of mean gate length then depends on the product σ²ξ. This has a reading in terms of the roughness spectrum. The spectral density of one edge at zero wave number is the integral of its covariance over all separations, 2σ²ξ. A wide transistor averages out the short ripples and keeps the long waves. The ratio of the spreads of two processes with equal sigma tends to √(ξ₂/ξ₁).

**Where the rest of the variance goes**

Averaging does not destroy roughness. The variance of gate length inside one device is

(1/W) ∫₀ᵂ (δ − δ̄)² dy = (1/W) ∫₀ᵂ δ² dy − δ̄²,

and its expectation is σ_L² − σ_L² g = σ_L²(1 − g). The parts inside and between devices add up to σ_L². Correlation length sets how the sum is divided.

The same identity affects the measurement. If a single edge is observed over a window of length M and its mean position is subtracted, the expected variance is σ²[1 − g(M/ξ)]. A finite window therefore understates sigma, and more so for the longer correlation length.

**From gate length to threshold and leakage**

Now treat the channel as narrow slices conducting in parallel, each with its own gate length. Define threshold voltage by a fixed current per unit width, and let it rise with gate length at the slope S. Below threshold, with ideality factor n taken as the same for all slices, a slice leaks in proportion to exp(−δ/λ), where

λ = n(kT/q)/S.

Relative to a device with straight edges, the whole transistor leaks by the factor

r = (1/W) ∫₀ᵂ exp(−δ/λ) dy,

and, provided the current that defines threshold lies in weak inversion, where every slice follows the exponential law, its threshold shifts by ΔV = −n(kT/q) ln r. To second order,

r ≈ 1 − δ̄/λ + avg(δ²)/(2λ²), where avg(δ²) is the width average of δ²,

ln r ≈ −δ̄/λ + [avg(δ²) − δ̄²]/(2λ²).

Multiplying by −n(kT/q) and using n(kT/q)/λ = S gives

ΔV ≈ Sδ̄ − S²[avg(δ²) − δ̄²]/(2n kT/q).

The first term gives the spread at leading order, and the second gives the mean:

sd(V_T) ≈ S σ_L √g,

⟨ΔV⟩ ≈ −S²σ_L²(1 − g)/(2n kT/q).

The mean is negative because the shorter slices leak more than the longer ones save.

For leakage no expansion in δ is needed. Let s = σ_L/λ. A zero-mean Gaussian variable of variance s² has ⟨exp(−x)⟩ = exp(s²/2), so

⟨r⟩ = exp(s²/2),

independent of ξ. This is the part of the belief that survives in the slice model: equal local variance gives equal mean leakage. For the spread, take two slices a distance t apart. The sum of their exponents has variance 2s²(1 + ρ), so the mean product of their leakages is exp(s² + s²ρ). Dividing by ⟨r⟩² = exp(s²) and subtracting 1 leaves exp(s²ρ) − 1, to be averaged over all pairs. Expand it in powers of ρ. Since ρᵐ is again an exponential, with correlation length ξ/m,

Var(r)/⟨r⟩² = Σ s^(2m) g(mW/ξ)/m!, m = 1, 2, 3, …

The leading term is s²g, so the spread of leakage does depend on correlation length.

**A number**

Consider a thin-film silicon-on-insulator n-channel transistor with gate length 30 nm and width 120 nm. Both processes have an edge three-sigma of 3 nm, so σ = 1 nm and σ_L = √2 σ = 1.414 nm. Their correlation lengths are 10 nm and 50 nm. The threshold slope is 5 mV/nm. With n = 1.3 at 300 K, n kT/q = 33.61 mV, so λ = 33.61/5 = 6.72 nm and s = 1.414/6.72 = 0.210.

For ξ = 10 nm, u = 12 and g = 2 × 11/144 = 0.1528. Then

sd(V_T) = 5 × 1.414 × √0.1528 = 2.76 mV.

For ξ = 50 nm, u = 2.4 and g = 0.518. Then

sd(V_T) = 5 × 1.414 × √0.518 = 5.09 mV.

Equal three-sigma has given threshold spreads that differ by a factor of 1.84. A simulation of 40 000 transistors for each process, with random edges in 1 nm steps and the full logarithm of r, gave 2.78 and 5.09 mV.

The relative spread of leakage is 8.3 % for the short correlation length and 15.2 % for the long one. The mean leakage is raised by 2.24 % in both. The mean threshold shifts are −0.63 mV and −0.36 mV, so the process with the smaller threshold spread has the larger mean shift. This fits the equal mean leakages. To second order, the logarithm of mean leakage receives s²(1 − g)/2 from the mean shift and s²g/2 from the spread, and the sum is s²/2.

To match the threshold spread of the first process, the second needs equal σ²g, not equal σ. At ξ = 50 nm its edge three-sigma must fall to

3 × √(0.153/0.518) = 1.63 nm.

This matches the spread, not the mean leakage, which would then be lower in the second process.

Width changes the verdict. With all else fixed, the threshold spreads for ξ = 10 nm and 50 nm are:

W = 10 nm: 6.07 and 6.84 mV, ratio 1.13
W = 30 nm: 4.77 and 6.43 mV, ratio 1.35
W = 480 nm: 1.43 and 3.05 mV, ratio 2.14
W = 1920 nm: 0.72 and 1.59 mV, ratio 2.21

The first line moves towards the narrow limit of the slice model, where the ratio would be 1, but does not reach it, since W is there equal to the shorter correlation length; in a real channel of that width the potential spreads sideways across the whole device. With growing width the ratio approaches √5 = 2.24. The absolute spreads shrink meanwhile, so the largest ratio belongs to the devices with the smallest spread from roughness. In the slice model with a constant slope S, the mean threshold shift does not shrink: as W grows it tends to −S²σ_L²/(2n kT/q) = −0.74 mV in both processes.

**What else three-sigma leaves out**

Correlation length is not the whole story either. With a Gaussian correlation, ρ = exp(−t²/ξ²), the spreads become 2.65 and 5.31 mV: lower for the short ξ, higher for the long one. Both changes can be traced. The Gaussian lies above the exponential for t < ξ and below it for t > ξ. At ξ = 10 nm the device is wide, and g depends mainly on the area under ρ, which is (√π/2)ξ = 0.89ξ instead of ξ. At ξ = 50 nm the weight W − t favours the short separations, where the Gaussian is higher, and the gain there outweighs the loss beyond ξ: g rises from 0.518 to 0.565.

The relation between the edges matters as well. If c = 0.5, the two edges partly move together and σ_L falls to σ. At ξ = 50 nm the threshold spread drops from 5.09 to 3.60 mV, with the three-sigma of each edge unchanged.

Finally, the reported three-sigma may not be equal to the true one. In a 400 nm window, these two processes would show about 2.93 nm and 2.65 nm, taking the square root of the expected variance with only the mean position removed. If a fitted straight line is removed instead, the values fall to 2.85 nm and 2.36 nm. The process that gives the more variable transistors would look the smoother.

**The model beside a real transistor**

The dimensions, roughness and threshold slope are rough typical values for a short-channel device of this kind, not data for a particular product; a device with better gate control has a smaller S, and the first-order threshold spread falls in proportion. The slices are not truly independent, because the electrostatic potential spreads sideways over a distance that can be comparable with the shorter correlation length. As an estimate, smooth δ along the line with a Gaussian of standard deviation b = 10 nm. At W = 120 nm the threshold spreads then change by factors of 0.974 and 0.990, so the main result moves little. The local variance falls much more, by factors of 0.428 and 0.809, and the rise in mean leakage becomes 0.95 % and 1.81 %. This estimate lets the smoothing draw in gate line from beyond the active width. If the channel is instead closed at its sides, so that the smoothing is reflected there, the width average of δ and the first-order threshold spreads do not change, and the local variance factors are about 0.45 and 0.82. The equality of mean leakage, like the common limit of the mean threshold shift in wide devices, thus belongs to the slice model and holds only when both correlation lengths are much longer than b; at ξ = 10b the local variance is still lowered by about 10 %. The mean threshold shifts also assume that the defining current lies in weak inversion. With a criterion at the onset of inversion, where the current rises more slowly than exponentially, they shrink to roughly −0.4 and −0.2 mV, while the spreads stay the same. A curved threshold roll-off, with 50 mV lost at the nominal length and a decay length of 10 nm, raises the simulated spreads to 2.91 and 5.24 mV. It changes the mean threshold shifts more, to −1.17 and −0.87 mV, because a shorter slice loses more threshold than an equally longer one gains. At 358 K, with S held fixed, the leakage spreads are 6.9 % and 12.7 %. The common ideality factor understates the leakage effects, because in a short channel n rises as the gate shortens and the off-state current then depends more steeply on length than S alone implies. Suppose source and drain control 5 to 10 % of the barrier potential, this share decays over 10 nm of gate length, and the threshold is 0.2 to 0.3 V. Then λ at zero gate voltage falls to between 4 and 5.6 nm, the leakage spreads at 300 K rise to 10–14 % and 18–26 %, and the mean leakage rises by 3–6 %. The ratio between the two processes stays near 1.8. Tunnelling near the top of a parabolic source-drain barrier of 0.4 eV, with mass 0.19 mₑ, multiplies the leakage by about 1.10 and adds a few per cent to its logarithmic slope against length, if S does not already include it. The model also omits the other random sources of threshold variation. If they are independent and contribute 15 mV, a rough assumed value, the total spreads are √(15² + 2.76²) = 15.25 mV and √(15² + 5.09²) = 15.84 mV. The factor of 1.84 in the roughness part is then a difference of about 4 % in the total.

A small difference in total spread would therefore not show that roughness contributes equally in the two processes. To compare their contributions to the threshold spread at equal S, one needs σ, the correlation function, the correlation between the edges and the transistor width. Three-sigma supplies only the first of these, and only when corrected for the finite window and for measurement noise. The numerical output below lists the results for both processes.

Values computed for the example and the checks

```
gate length 30 nm, width 120 nm
edge three-sigma 3.00 nm (both processes)
local gate-length rms 1.414 nm, three-sigma 4.24 nm
roll-off: loss 50 mV, decay 10 nm, slope 5.0 mV/nm
ideality 1.3, n kT/q at 300 K: 33.61 mV
leakage length lambda 6.72 nm, s = sigma_L/lambda 0.2104
mean leakage uplift, formula, any xi: 2.24 %
--- correlation length 10 nm, W/xi = 12.0
g 0.1528, wide-device estimate 2 xi/W 0.1667
sd of mean gate length 0.553 nm; rms inside device 1.302 nm
threshold sd: formula 2.76 mV, simulated 2.78 mV
mean threshold shift -0.63 mV
leakage sd/mean: formula 8.3 %, simulated 8.3 %
simulated mean leakage uplift 2.24 %
with curved roll-off: threshold sd 2.91 mV, mean shift -1.17 mV
leakage sd/mean at 358 K: 6.9 %
Gaussian correlation shape: g 0.1408, threshold sd 2.65 mV
lateral smoothing 10 nm: threshold sd times 0.974, local variance times 0.428
mean leakage uplift with smoothing 0.95 %
total threshold sd with 15 mV from other sources: 15.25 mV
three-sigma seen in a 400 nm window: 2.93 nm
--- correlation length 50 nm, W/xi = 2.4
g 0.5176, wide-device estimate 2 xi/W 0.8333
sd of mean gate length 1.017 nm; rms inside device 0.982 nm
threshold sd: formula 5.09 mV, simulated 5.09 mV
mean threshold shift -0.36 mV
leakage sd/mean: formula 15.2 %, simulated 15.2 %
simulated mean leakage uplift 2.23 %
with curved roll-off: threshold sd 5.24 mV, mean shift -0.87 mV
leakage sd/mean at 358 K: 12.7 %
Gaussian correlation shape: g 0.5649, threshold sd 5.31 mV
lateral smoothing 10 nm: threshold sd times 0.990, local variance times 0.809
mean leakage uplift with smoothing 1.81 %
total threshold sd with 15 mV from other sources: 15.84 mV
three-sigma seen in a 400 nm window: 2.65 nm
--- comparison of the two processes
ratio of threshold sd, long/short xi: 1.841
edge three-sigma needed at xi = 50 nm to match: 1.63 nm (simulated sd 2.78 mV)
edge cross-correlation 0.5, xi = 50 nm: threshold sd 3.60 mV
W 10 nm: threshold sd 6.07 and 6.84 mV, ratio 1.128
W 30 nm: threshold sd 4.77 and 6.43 mV, ratio 1.347
W 120 nm: threshold sd 2.76 and 5.09 mV, ratio 1.841
W 480 nm: threshold sd 1.43 and 3.05 mV, ratio 2.139
W 1920 nm: threshold sd 0.72 and 1.59 mV, ratio 2.213
wide-device limit of ratio 2.236
tunnelling: barrier 0.4 eV, mass 0.19 m_e, current factor 1.095
tunnelling share of leakage slope 4.1 %
```
